\section*{The peak condition for first-order thermally stimulated current, part 1}

(Sections cited here and not found follow in the second part.)

\section{The peak condition and its proof}

\subsection{What dimensions and symmetry fix}

Charge is held in traps from which it can escape by thermal emission over a barrier $E$. The sample is heated at a constant rate $\beta$, in kelvin per second, and the escaping charge gives a current that passes through a maximum at a temperature $T_m$. Let $\nu$ be the attempt rate, in s$^{-1}$, and $k$ the Boltzmann constant. The aim is the relation between $E$, $\nu$, $\beta$ and $T_m$ when no emitted carrier is trapped again.

Two further quantities might enter: the initial number of trapped carriers and the temperature $T_0$ at which the heating starts. A symmetry removes both. Without retrapping, each carrier escapes independently of the others, so the number $n$ of trapped carriers obeys a linear, homogeneous equation. If $n$ is a solution, so is $\lambda n$ for any constant $\lambda$. Doubling the initial number doubles the current at every temperature and leaves the position of its maximum unchanged. Changing $T_0$ changes how many carriers remain when a given temperature is reached, but from there on it again multiplies the whole solution by a constant. The position of the maximum is therefore independent of $T_0$ as well, provided that the ramp passes through it.

The barrier enters through $E/k$, which is a temperature. The remaining quantities are $E/k$ and $T_m$ in K, $\nu$ in s$^{-1}$ and $\beta$ in K\,s$^{-1}$. Four quantities built from two units leave two dimensionless groups, which may be chosen as
\begin{equation}
x=\frac{E}{kT_m},\qquad \Lambda=\frac{\nu T_m}{\beta}.
\label{groups}
\end{equation}
The answer must have the form $x=G(\Lambda)$ with a universal function $G$. Dimensions cannot supply $G$. The theorem below shows that it is the solution of $x\,e^{x}=\Lambda$.

\subsection{The model and its assumptions}

The geometry is that of a gate oxide on silicon. An oxide of thickness $L$ and area $A$ contains a sheet of trapped holes at a distance $d$ from the silicon. The number of trapped holes per unit area is $n$, with the initial value $n_0$, and $q>0$ is the elementary charge. The gate is negative, so an emitted hole drifts to the gate. The assumptions are these.

\begin{enumerate}
\item There is one discrete trap level. Each trapped hole is emitted with probability per unit time
\begin{equation}
e(T)=\nu\,e^{-E/kT},\qquad E>0,
\label{rate}
\end{equation}
where $\nu$ and $E$ do not depend on temperature. They describe emission at the field that is applied during the measurement.
\item The traps have one common temperature $T=T_0+\beta t$ with $\beta>0$.
\item Emitted holes are swept out before they can be retrapped, in a time much shorter than that in which $e$ or $n$ changes.
\item The voltage across the oxide is constant, and the current considered is the part due to emitted holes. Leakage and other background currents are left out.
\end{enumerate}

The third assumption can be put in numbers. Let $p$ be the density per unit area of holes that are free and still near the traps, $\tau$ the time in which the field removes them, $N_t$ the density of trap sites per unit area, and $c$ the capture coefficient. Emission feeds $p$, while capture by the $N_t-n$ empty sites and sweep-out drain it:
\begin{equation}
\frac{dp}{dt}=e\,n-c\,(N_t-n)\,p-\frac{p}{\tau}.
\label{free}
\end{equation}
Since the free holes respond quickly, $dp/dt$ is small compared with the separate terms on the right. Setting it to zero and solving for the flux $p/\tau$ of holes that get away gives
\begin{equation}
\frac{p}{\tau}=\frac{e\,n}{1+c\tau(N_t-n)}
=\frac{e\,n}{1+r(1-f)},\qquad f=\frac{n}{N_t},\quad r=c\tau N_t .
\label{escape}
\end{equation}
The number $r$ compares capture by a completely empty set of traps with sweep-out. ``Without retrapping'' means $r\ll1$, and the escaping flux is then $e\,n$. The trapped density changes by emission and capture, $dn/dt=-en+c(N_t-n)p$, which by \eqref{free} with $dp/dt=0$ equals $-p/\tau$. For $r\ll1$ this becomes
\begin{equation}
\frac{dn}{dt}=-e(T)\,n .
\label{balance}
\end{equation}
This is the meaning of ``first order'': the loss is proportional to the first power of $n$.

\subsection{From emission to current}

\paragraph{Lemma 1 (induced current).} Under the assumptions above, the current in the external circuit is
\begin{equation}
I=qA\,\frac{L-d}{L}\,e(T)\,n .
\label{current}
\end{equation}

\paragraph{Proof.} Consider a sheet of charge density $\rho$ per unit area at distance $y$ from the silicon. Let $F_1$ be the field between silicon and sheet and $F_2$ the field between sheet and gate, both counted positive towards the gate. With the permittivity $\varepsilon$ of the oxide, Gauss's law at the sheet and the fixed voltage $V$ across the oxide read
\begin{equation}
\varepsilon(F_2-F_1)=\rho,\qquad F_1y+F_2(L-y)=V .
\end{equation}
Inserting $F_1=F_2-\rho/\varepsilon$ into the second relation gives $F_2L-\rho y/\varepsilon=V$, hence
\begin{equation}
F_2=\frac{V}{L}+\frac{\rho y}{\varepsilon L},\qquad
F_1=\frac{V}{L}-\frac{\rho(L-y)}{\varepsilon L}.
\label{fields}
\end{equation}
The field $F_2$ ends on the gate, whose surface charge per unit area is therefore $-\varepsilon F_2=-\varepsilon V/L-\rho y/L$. When the sheet moves from $y=d$ to $y=L$, this charge changes by $-\rho(L-d)/L$. The change is supplied through the external circuit, so a positive charge $\rho(L-d)/L$ per unit area leaves the gate through the wire. Each hole emitted at $d$ and collected at the gate thus contributes $q(L-d)/L$. Equation \eqref{fields} is linear in $\rho$, so the contributions of different holes add. During a time $dt$ the number $A\,e\,n\,dt$ of holes is emitted, and because the transit is short their charge appears at once. Division by $dt$ gives \eqref{current}. $\square$

The factor $(L-d)/L$ is constant. It sets the height of the current peak and has no influence on its position.

\subsection{Two lemmas on the shape of the current}

\paragraph{Lemma 2 (remaining charge).} On the ramp,
\begin{equation}
n(T)=n_0\exp\!\left[-\frac1\beta\int_{T_0}^{T}e(T')\,dT'\right].
\label{remaining}
\end{equation}

\paragraph{Proof.} From $T=T_0+\beta t$ follows $dt=dT/\beta$. Equation \eqref{balance} becomes $dn/dT=-e(T)n/\beta$. Division by $n$ gives $d\ln n/dT=-e(T)/\beta$. Integration from $T_0$, where $n=n_0$, to $T$ and exponentiation give \eqref{remaining}. $\square$

\paragraph{Lemma 3 (logarithmic slope).} For any positive, differentiable emission rate $e(T)$,
\begin{equation}
\frac{d\ln I}{dT}=\frac{d\ln e}{dT}-\frac{e}{\beta}.
\label{slope}
\end{equation}

\paragraph{Proof.} By \eqref{current}, $\ln I$ is a constant plus $\ln e+\ln n$. The derivative of $\ln n$ is $-e/\beta$ by Lemma 2, whose proof did not use the special form of $e$. $\square$

The two terms are the two causes of the peak. The first is the relative growth of the emission rate per kelvin. The second is the relative loss of trapped charge per kelvin. At low temperature the growth dominates, and at high temperature the exhaustion of the traps does.

\subsection{The theorem}

\paragraph{Theorem.} Let assumptions 1 to 4 hold. The equation
\begin{equation}
\boxed{\;\frac{\beta E}{kT_m^{2}}=\nu\,e^{-E/kT_m}\;}
\label{peak}
\end{equation}
has one positive solution $T_m$. If $T_0<T_m$, the current rises from $T_0$ to $T_m$ and falls afterwards, so that $T_m$ is its one maximum. If $T_0\ge T_m$, the current falls from the start. The value of $T_m$ does not depend on $n_0$ or $T_0$.

\paragraph{Proof.} For the rate \eqref{rate}, $\ln e=\ln\nu-E/(kT)$. Since the derivative of $-1/T$ is $+1/T^2$, one has $d\ln e/dT=E/(kT^2)$, and Lemma 3 gives
\begin{equation}
\frac{d\ln I}{dT}=\frac{E}{kT^2}-\frac{\nu}{\beta}\,e^{-E/kT}
=\frac{E}{kT^2}\,\bigl[1-g(T)\bigr],\qquad
g(T)=\frac{\nu kT^2}{\beta E}\,e^{-E/kT}.
\label{sign}
\end{equation}
Both $T^2$ and $e^{-E/kT}$ increase with $T$, so $g$ increases strictly. It is continuous, tends to $0$ as $T\to0$ and grows without bound as $T\to\infty$. Hence $g(T)=1$ has one solution, and multiplication by $\beta E/(kT^2)$ turns $g(T_m)=1$ into \eqref{peak}. For $T<T_m$ one has $g<1$ and the slope is positive; for $T>T_m$ it is negative. Both cases of the theorem follow. Neither $n_0$ nor $T_0$ appears in $g$. $\square$

\paragraph{Remark (curvature).} Differentiating \eqref{sign} once more and using $de/dT=eE/(kT^2)$ gives
\begin{equation}
\frac{d^2\ln I}{dT^2}=-\frac{2E}{kT^3}-\frac{e}{\beta}\,\frac{E}{kT^2}<0 .
\end{equation}
The logarithm of the current is therefore concave over the whole ramp. At the peak, $e/\beta=E/(kT_m^2)=x/T_m$, and the two terms become $-2x/T_m^2$ and $-x^2/T_m^2$:
\begin{equation}
\left.\frac{d^2\ln I}{dT^2}\right|_{T_m}=-\frac{x^2+2x}{T_m^2}.
\label{curvature}
\end{equation}

\paragraph{Remark (meaning).} Equation \eqref{peak} can be written
\begin{equation}
\frac{1}{e(T_m)}=\frac1\beta\,\frac{kT_m^2}{E}=\frac{1}{\beta}\,\frac{T_m}{x}.
\label{meaning}
\end{equation}
The temperature interval $kT^2/E$ is that over which the emission rate grows by a factor of about $e=2.718$, to leading order in $1/x$. At the peak, the mean emission time equals the time that the ramp needs to cross this interval. At lower temperature the ramp outruns emission; at higher temperature the traps empty before the rate can grow much further.

\paragraph{Remark (uneven heating).} If the heating rate is not constant, the derivative of $\ln I$ with respect to time is $(E/kT^2)\,dT/dt-e(T)$. A stationary point of the current still satisfies \eqref{peak}, with $\beta$ replaced by the value of $dT/dt$ at that moment. The earlier heating affects the height of the current but not this relation. The uniqueness proof above does not carry over, since an uneven ramp can produce several maxima.

\subsection{Solving the condition}

\paragraph{Corollary.} Let $W$ be the Lambert function, defined for positive argument by $W(z)e^{W(z)}=z$ with $W(z)>0$. Then
\begin{align}
T_m&=\frac{E}{kx},\qquad x=2\,W\!\left(\frac12\sqrt{\frac{\nu E}{k\beta}}\right),
\label{forward}\\
E&=kT_m\,W\!\left(\frac{\nu T_m}{\beta}\right).
\label{inverse}
\end{align}

\paragraph{Proof.} For the first formula, $T_m$ must be eliminated. With $T_m=E/(kx)$,
\begin{equation}
\frac{\beta E}{kT_m^2}=\frac{\beta E}{k}\,\frac{k^2x^2}{E^2}=\frac{\beta k}{E}\,x^2 ,
\end{equation}
so that \eqref{peak} reads
\begin{equation}
x^2e^x=\frac{\nu E}{k\beta}.
\label{xsquare}
\end{equation}
The positive square root is $x\,e^{x/2}=\sqrt{\nu E/(k\beta)}$. Half of this is $(x/2)e^{x/2}$ on the left, and the definition of $W$ gives \eqref{forward}. For the second formula, $T_m$ is known and $E$ is eliminated. The left side of \eqref{peak} is $\beta x/T_m$, hence
\begin{equation}
x\,e^x=\frac{\nu T_m}{\beta},
\label{xone}
\end{equation}
so $x=W(\nu T_m/\beta)$ and $E=kT_mx$. $\square$

Equation \eqref{xone} is the function $G$ that the dimensional argument left open. For hand calculation, the logarithm of \eqref{xsquare} can be iterated in the form
\begin{equation}
x=\ln\frac{\nu E}{k\beta}-2\ln x .
\label{iterate}
\end{equation}
An error $\delta$ in the trial value of $x$ changes the right side by about $-2\delta/x$, so for $x$ near 35 each round reduces the error by a factor of about 17.

\subsection{A test without the peak condition}

The theorem was tested by integrating the trap balance \eqref{balance} numerically in time and searching for the largest current. The four traps had $(E,\nu,\beta)$ equal to $(0.30,10^{11},0.5)$, $(0.90,10^{12},1.0)$, $(2.00,10^{13},0.02)$ and $(0.30,1,1.0)$ in units of eV, s$^{-1}$ and K\,s$^{-1}$. The last is not meant as a realistic trap. Its right side in \eqref{xsquare} is about 3500, so $x$ is about 5, and an approximation valid only for large $x$ would show its error there. The largest difference between a simulated peak temperature and \eqref{forward} was $2\times10^{-6}$ K, which is numerical error.

\section{Shape, sensitivity and use for an oxide trap}

\subsection{Symbols and results carried over}

Traps with barrier $E$ and attempt rate $\nu$ emit at the rate $e(T)=\nu e^{-E/kT}$ while $T=T_0+\beta t$. The trapped density per area is $n$, initially $n_0$; there are $N_t$ sites per area, and $f=n/N_t$. The current is $I=qA\,[(L-d)/L]\,e\,n$ for a sheet at distance $d$ from the silicon in an oxide of thickness $L$ and area $A$. Retrapping is measured by $r$, the ratio of capture by empty traps to sweep-out, and is neglected unless stated. With $x=E/(kT_m)$, the peak obeys
\begin{equation}
e(T_m)=\frac{\beta x}{T_m},\qquad x\,e^x=\frac{\nu T_m}{\beta},\qquad x^2e^x=\frac{\nu E}{k\beta}.
\label{recall}
\end{equation}
For a general rate $e(T)$, a stationary current requires $d\ln e/dT=e/\beta$.

When the ramp starts below $T_m$ and retrapping is negligible, the current has a single maximum, at the temperature fixed by \eqref{peak}, and this condition has been solved for both $T_m$ and $E$. What remains is the height, width and sensitivity of the peak, the effect of retrapping, and a worked gate-oxide example that tests the assumptions.
